# Kramers Degeneracy and Conical Intersections with Spin-Orbit Coupling: verification in Python

```python
# Result under test: for an odd number of electrons without magnetic field,
# levels are Kramers doublets, H is a quaternionic Hermitian matrix, and two
# doublets meet on a set of codimension 5, or 3 among mirror-keeping geometries.
# Model: four atoms, one s orbital each, hopping -t(r), on-site repulsion U,
# spin-orbit hopping i*gamma*t(r)*nu.sigma with nu built from bond vectors.
# T = time reversal (unitary matrix times complex conjugation), S = mirror
# operator including spin, q = six internal displacements in angstrom,
# x = five real components of the traceless 4x4 Hamiltonian of two doublets.
import numpy as np
from scipy.constants import physical_constants

HOP, DECAY, EDGE, REPULSION, GAMMA = 1.0, 1.0, 3.0, 2.0, 0.05
LAM = GAMMA * HOP
EV_TO_CM = physical_constants['electron volt-inverse meter relationship'][0] / 100
I2 = np.eye(2)
SIG = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)

# ---------- determinant spaces from explicit ladder operators ----------
NSO = 8  # spin orbital index = 2*site + spin


def annihilator(p):
    op = np.eye(1)
    for k in range(NSO):
        if k < p:
            f = np.diag([1.0, -1.0])
        elif k == p:
            f = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            f = I2
        op = np.kron(op, f)
    return op


LADDER = [annihilator(p) for p in range(NSO)]


def make_sector(n_el):
    occ = np.array([[(n >> (NSO - 1 - p)) & 1 for p in range(NSO)]
                    for n in range(2 ** NSO)])
    idx = np.where(occ.sum(axis=1) == n_el)[0]
    dets = np.array([np.where(occ[n])[0] for n in idx])
    cols = [a[:, idx] for a in LADDER]
    exc = np.array([[cols[p].T @ cols[r] for r in range(NSO)] for p in range(NSO)])
    double = sum(exc[2*i, 2*i] @ exc[2*i+1, 2*i+1] for i in range(4))
    return exc, dets, double


def compound(u, dets):
    """Matrix of a one-electron transformation u acting on all electrons."""
    return np.linalg.det(u[dets[:, None, :, None], dets[None, :, None, :]])


SECTOR = {n: make_sector(n) for n in (2, 3)}
EXC, DETS, _ = SECTOR[3]
DIM = len(DETS)

# ---------- geometry: six strain modes of the tetrahedron ----------
SIGNS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
R0 = SIGNS * EDGE / np.sqrt(8)
STRAINS = [np.eye(3), np.diag([2., -1, -1]), np.diag([0., 1, -1]),
           np.array([[0., 0, 0], [0, 0, 1], [0, 1, 0]]),
           np.array([[0., 1, 1], [1, 0, 0], [1, 0, 0]]),
           np.array([[0., 1, -1], [1, 0, 0], [-1, 0, 0]])]
MODES = np.array([R0 @ s / np.linalg.norm(R0 @ s) for s in STRAINS])
EVEN, ODD = [0, 1, 3, 4], [2, 5]  # parity under the mirror y <-> z, tested below


def one_electron(q, eps, gamma=GAMMA):
    pos = R0 + np.tensordot(q, MODES, axes=1)
    d = pos[None, :, :] - pos[:, None, :]
    hop = HOP * np.exp(-(np.linalg.norm(d, axis=2) - EDGE) / DECAY)
    np.fill_diagonal(hop, 0.0)
    nu = np.cross(d[None, :, :, :], d[:, :, None, :]).sum(axis=1) / EDGE ** 2
    h = np.kron(np.diag(eps) - hop, I2).astype(complex)
    for c in range(3):
        h += 1j * gamma * np.kron(hop * nu[:, :, c], SIG[c])
    return h


def hamiltonian(q, eps, gamma=GAMMA, n_el=3):
    exc, _, double = SECTOR[n_el]
    h = one_electron(q, eps, gamma)
    return np.tensordot(h, exc, axes=([0, 1], [0, 1])) + REPULSION * double


# ---------- time reversal and mirror ----------
U_ONE = np.kron(np.eye(4), np.array([[0., -1.], [1., 0.]]))
UT = compound(U_ONE, DETS)
UT2 = compound(U_ONE, SECTOR[2][1])
assert np.allclose(UT @ UT.conj(), -np.eye(DIM))
assert np.allclose(UT2 @ UT2.conj(), np.eye(len(UT2)))


def reverse(v):
    return UT @ v.conj()


PERM = np.eye(4)[[0, 1, 3, 2]]
FLIP = np.array([[1., 0, 0], [0, 0, 1], [0, 1, 0]])
NORMAL = np.array([0., 1., -1.]) / np.sqrt(2)
N_SIG = np.tensordot(NORMAL, SIG, axes=1)
SM = compound(np.kron(PERM, -1j * N_SIG), DETS)
assert np.allclose(SM @ SM, -np.eye(DIM))
assert np.allclose(SM @ UT, UT @ SM.conj())
for m in range(6):
    parity = 1 if m in EVEN else -1
    assert np.allclose(PERM @ MODES[m] @ FLIP, parity * MODES[m])

# ---------- Kramers degeneracy and quaternion form at a low-symmetry point ----
EPS0 = np.zeros(4)
EPS_CS = np.array([0.10, 0.05, 0.0, 0.0])
EPS_C1 = np.array([0.10, 0.05, 0.04, 0.0])
Q_C1 = np.array([0.10, 0.15, 0.10, -0.12, 0.08, 0.05])
Q_CS = np.array([0.10, 0.15, 0.0, -0.12, 0.08, 0.0])
H = hamiltonian(Q_C1, EPS_C1)
assert np.allclose(H, H.conj().T) and np.allclose(UT @ H.conj() @ UT.T, H)
lev = np.linalg.eigvalsh(H)
pair_split = np.max(np.abs(lev[1::2] - lev[0::2]))
pair_sep = np.min(lev[2::2] - lev[1:-1:2])
assert pair_split < 1e-10 and pair_sep > 1e-8
lev2 = np.linalg.eigvalsh(hamiltonian(Q_C1, EPS_C1, n_el=2))
even_sep = np.min(np.diff(lev2))
assert even_sep > 1e-8
ZEEMAN = 0.01
spin_z = sum(EXC[2*i, 2*i] - EXC[2*i+1, 2*i+1] for i in range(4))
lev_b = np.linalg.eigvalsh(H + ZEEMAN * spin_z)
field_split = lev_b[1] - lev_b[0]
assert field_split > 1e-4

partner = np.argmax(np.abs(UT), axis=0)
half = [k for k in range(DIM) if k < partner[k]]
assert 2 * len(half) == DIM
pairs = np.hstack([np.eye(DIM)[:, half], UT[:, half]])
hq = pairs.T @ H @ pairs
n = len(half)
A, B = hq[:n, :n], hq[:n, n:]
assert np.allclose(hq[n:, n:], A.conj()) and np.allclose(hq[n:, :n], -B.conj())
assert np.allclose(B, -B.T) and np.max(np.abs(B)) > 1e-3

# ---------- five anticommuting matrices ----------
GAM = [np.kron(SIG[2], I2), np.kron(SIG[0], I2)] + [-np.kron(SIG[1], s) for s in SIG]
for i in range(5):
    for j in range(5):
        anti = GAM[i] @ GAM[j] + GAM[j] @ GAM[i]
        assert np.allclose(anti, 2 * (i == j) * np.eye(4))


def components(m4):
    return np.array([np.trace(g @ m4).real / 4 for g in GAM])


def kramers_basis(v):
    v1 = v[:, 0]
    first = np.column_stack([v1, reverse(v1)])
    rest = v - first @ (first.conj().T @ v)
    size = np.linalg.norm(rest, axis=0)
    v2 = rest[:, np.argmax(size)] / np.max(size)
    return np.column_stack([first, v2, reverse(v2)])


def jacobian(q, eps, basis, step=1e-4):
    cols = []
    for e in np.eye(6) * step:
        dh = (hamiltonian(q + e, eps) - hamiltonian(q - e, eps)) / (2 * step)
        cols.append(components(basis.conj().T @ dh @ basis))
    return np.array(cols).T


def gap(q, eps):
    e = np.linalg.eigvalsh(hamiltonian(q, eps))
    return (e[2] + e[3] - e[0] - e[1]) / 2


def gap_form(q, eps, h=1e-3):
    """Quadratic form of gap^2 around an intersection, from eigenvalues only."""
    def f(d):
        return (gap(q + d, eps) ** 2 + gap(q - d, eps) ** 2) / 2
    e = np.eye(6) * h
    m = np.zeros((6, 6))
    for a in range(6):
        m[a, a] = f(e[a]) / h ** 2
        for b in range(a):
            m[a, b] = m[b, a] = (f(e[a] + e[b]) - f(e[a] - e[b])) / (4 * h ** 2)
    return m


def rank(m):
    return int(np.sum(np.linalg.eigvalsh(m) > 1e-3))


def seek(eps, free, breathing=0.0):
    """Minimise the gap over the free modes, starting from the tetrahedron."""
    q = np.zeros(6)
    q[0] = breathing
    for _ in range(80):
        h = hamiltonian(q, eps)
        basis = kramers_basis(np.linalg.eigh(h)[1][:, :4])
        x = components(basis.conj().T @ h @ basis)
        assert abs(2 * np.linalg.norm(x) - gap(q, eps)) < 1e-9
        jac = jacobian(q, eps, basis)[:, free]
        move = -np.linalg.lstsq(jac, x, rcond=1e-6)[0]
        q[free] += move
        if np.linalg.norm(move) < 1e-10:
            return q
    raise AssertionError('search did not converge')


def check_form(q, eps):
    m = gap_form(q, eps)
    basis = kramers_basis(np.linalg.eigh(hamiltonian(q, eps))[1][:, :4])
    jac = jacobian(q, eps, basis)
    assert np.allclose(m, 4 * jac.T @ jac, atol=1e-4)  # finite-difference error
    return m


# ---------- regular tetrahedron ----------
zero = np.zeros(6)
orb = np.linalg.eigvalsh(one_electron(zero, EPS0))
assert np.allclose(orb, [-3*HOP]*2 + [HOP - 2*LAM]*4 + [HOP + 4*LAM]*2)
lev_t = np.linalg.eigvalsh(hamiltonian(zero, EPS0))
assert np.ptp(lev_t[:4]) < 1e-10 and lev_t[4] - lev_t[3] > 0.05
so_split = lev_t[4] - lev_t[0]
form_t = check_form(zero, EPS0)
assert rank(form_t) == 5
assert abs(form_t[1, 1] - form_t[2, 2]) < 1e-4
assert np.ptp(np.diag(form_t)[3:]) < 1e-4

# ---------- unequal atoms: no symmetry, then mirror symmetry ----------
gap_start = gap(zero, EPS_C1)
q5 = seek(EPS_C1, [1, 2, 3, 4, 5])
q4 = seek(EPS_C1, [1, 2, 3, 4])
q_seam = seek(EPS_C1, [1, 2, 3, 4, 5], breathing=0.2)
gap5, gap4, gap_seam = gap(q5, EPS_C1), gap(q4, EPS_C1), gap(q_seam, EPS_C1)
assert gap_start > 1e-3 and gap5 < 1e-9 and gap_seam < 1e-9 and gap4 > 1e-3
for m in [1, 2, 3, 4]:
    for s in (-0.01, 0.01):
        assert gap(q4 + s * np.eye(6)[m], EPS_C1) > gap4
form5 = check_form(q5, EPS_C1)
assert rank(form5) == 5

gap_start_cs = gap(zero, EPS_CS)
q3 = seek(EPS_CS, [1, 3, 4])
gap3 = gap(q3, EPS_CS)
assert gap_start_cs > 1e-3 and gap3 < 1e-9
form3 = check_form(q3, EPS_CS)
rank_even = rank(form3[np.ix_(EVEN, EVEN)])
rank_odd = rank(form3[np.ix_(ODD, ODD)])
assert (rank_even, rank_odd, rank(form3)) == (3, 2, 5)
h3 = hamiltonian(q3, EPS_CS)
assert np.allclose(SM @ h3, h3 @ SM)
vec = np.linalg.eigh(h3)[1][:, :4]
mirror_val, rot = np.linalg.eigh(vec.conj().T @ (-1j * SM) @ vec)
assert np.allclose(mirror_val, [-1, -1, 1, 1])
w = vec @ rot[:, 2:]
basis = np.column_stack([w[:, 0], reverse(w[:, 0]), w[:, 1], reverse(w[:, 1])])
jac3 = jacobian(q3, EPS_CS, basis)
assert np.allclose(jac3[2:4][:, EVEN], 0, atol=1e-6)
assert np.allclose(jac3[[0, 1, 4]][:, ODD], 0, atol=1e-6)

# ---------- state interaction of spin-free doublets, mirror kept ----------
h_free = hamiltonian(Q_CS, EPS_CS, gamma=0.0).real
h_so = hamiltonian(Q_CS, EPS_CS) - h_free
up = np.where(np.isclose(np.diag(spin_z), 1.0))[0]
e_free, c_free = np.linalg.eigh(h_free[np.ix_(up, up)])
raising = sum(EXC[2*i, 2*i+1] for i in range(4))
space_mirror = compound(np.kron(PERM, I2), DETS)
doublets, parities = [], []
for k in range(3):
    v = np.zeros(DIM)
    v[up] = c_free[:, k]
    assert np.linalg.norm(raising @ v) < 1e-9
    assert np.allclose(raising.T @ v, reverse(v))
    doublets.append(np.column_stack([v, raising.T @ v]))
    parities.append(int(np.rint(v @ space_mirror @ v)))
    assert np.allclose(space_mirror @ v, parities[-1] * v)
    assert np.allclose(doublets[k].T @ h_so @ doublets[k], 0)
couplings = []
for a in range(3):
    for b in range(a + 1, 3):
        blk = doublets[a].T @ h_so @ doublets[b]
        z = np.array([np.trace(s @ blk) / 2j for s in SIG])
        assert np.allclose(z.imag, 0) and np.linalg.norm(z) > 1e-3
        z = z.real
        assert np.allclose(blk, 1j * np.tensordot(z, SIG, axes=1))
        along = z @ NORMAL
        across = np.linalg.norm(z - along * NORMAL)
        same = parities[a] == parities[b]
        assert (across if same else abs(along)) < 1e-9
        couplings.append((a + 1, b + 1, same, abs(along), across))
assert {c[2] for c in couplings} == {True, False}


# ---------- output ----------
def row(v, digits=4):
    return ' '.join(f'{t + 0.0:.{digits}f}' for t in v)


print(f'hopping {HOP} eV, decay length {DECAY} angstrom, edge {EDGE} angstrom')
print(f'repulsion U {REPULSION} eV, gamma {GAMMA}, lambda = gamma*hopping {LAM} eV')
print('mode order: breathing, e(even), e(odd), t2(even), t2(even), t2(odd)')
print('-- low-symmetry test geometry --')
print('displacements (angstrom):', row(Q_C1, 2))
print('site energies (eV):', row(EPS_C1, 2))
print('three-electron determinants:', DIM, ' Kramers pairs:', n)
print(f'largest splitting inside a pair (eV): {pair_split:.1e}')
print(f'smallest distance between pairs (eV): {pair_sep:.2e}')
print(f'two electrons, smallest level distance (eV): {even_sep:.2e}')
print(f'Zeeman term {ZEEMAN} eV * sigma_z splits lowest pair by (eV): {field_split:.5f}')
print('-- regular tetrahedron, equal atoms --')
print('one-electron levels (eV):', row(orb, 3))
print('lowest six three-electron levels (eV):', row(lev_t[:6], 5))
print(f'quartet to next doublet: {so_split:.5f} eV = {so_split*EV_TO_CM:.1f} cm^-1')
print('gap^2 form, diagonal (eV^2/angstrom^2):', row(np.diag(form_t)))
print('rank of gap^2 form:', rank(form_t), 'of 6')
print('-- unequal atoms, no symmetry --')
print(f'gap at undistorted tetrahedron (eV): {gap_start:.5f}')
print(f'gap after search in five modes (eV): {gap5:.1e}')
print('intersection displacements (angstrom):', row(q5))
print('eigenvalues of gap^2 form (eV^2/angstrom^2):', row(np.linalg.eigvalsh(form5)))
print('rank of gap^2 form:', rank(form5), 'of 6')
print(f'odd t2 mode frozen, four modes free, least gap found (eV): {gap4:.5f}')
print(f'breathing fixed at 0.2 angstrom, five modes, gap (eV): {gap_seam:.1e}')
print('seam point displacements (angstrom):', row(q_seam))
print('-- unequal atoms, mirror kept --')
print('site energies (eV):', row(EPS_CS, 2))
print(f'gap at undistorted tetrahedron (eV): {gap_start_cs:.5f}')
print(f'gap after search in three even modes (eV): {gap3:.1e}')
print('intersection displacements (angstrom):', row(q3))
print('rank in four even modes:', rank_even, ' in two odd modes:', rank_odd,
      ' in all six:', rank(form3))
print('-- spin-free doublets, mirror kept --')
print('displacements (angstrom):', row(Q_CS, 2))
print('energies (eV):', row(e_free[:3], 5), ' mirror parities:', *parities)
for a, b, same, along, across in couplings:
    print(f'doublets {a},{b} {"same" if same else "opposite"} parity: '
          f'|z along normal| {along:.5f} eV, |z in plane| {across:.5f} eV')
print('all assertions hold')
```

Running it gives:

```
hopping 1.0 eV, decay length 1.0 angstrom, edge 3.0 angstrom
repulsion U 2.0 eV, gamma 0.05, lambda = gamma*hopping 0.05 eV
mode order: breathing, e(even), e(odd), t2(even), t2(even), t2(odd)
-- low-symmetry test geometry --
displacements (angstrom): 0.10 0.15 0.10 -0.12 0.08 0.05
site energies (eV): 0.10 0.05 0.04 0.00
three-electron determinants: 56  Kramers pairs: 28
largest splitting inside a pair (eV): 1.1e-14
smallest distance between pairs (eV): 7.84e-03
two electrons, smallest level distance (eV): 2.93e-03
Zeeman term 0.01 eV * sigma_z splits lowest pair by (eV): 0.01842
-- regular tetrahedron, equal atoms --
one-electron levels (eV): -3.000 -3.000 0.900 0.900 0.900 0.900 1.200 1.200
lowest six three-electron levels (eV): -4.27491 -4.27491 -4.27491 -4.27491 -3.98496 -3.98496
quartet to next doublet: 0.28995 eV = 2338.6 cm^-1
gap^2 form, diagonal (eV^2/angstrom^2): 0.0000 1.4873 1.4873 1.8161 1.8162 1.8162
rank of gap^2 form: 5 of 6
-- unequal atoms, no symmetry --
gap at undistorted tetrahedron (eV): 0.03190
gap after search in five modes (eV): 6.2e-15
intersection displacements (angstrom): 0.0000 -0.0000 -0.0000 0.0185 0.0121 -0.0093
eigenvalues of gap^2 form (eV^2/angstrom^2): 0.0000 1.4827 1.4857 1.8121 1.8203 1.8214
rank of gap^2 form: 5 of 6
odd t2 mode frozen, four modes free, least gap found (eV): 0.01254
breathing fixed at 0.2 angstrom, five modes, gap (eV): 6.0e-15
seam point displacements (angstrom): 0.2000 -0.0000 -0.0000 0.0207 0.0136 -0.0104
-- unequal atoms, mirror kept --
site energies (eV): 0.10 0.05 0.00 0.00
gap at undistorted tetrahedron (eV): 0.03654
gap after search in three even modes (eV): 4.0e-15
intersection displacements (angstrom): 0.0000 -0.0001 0.0000 0.0253 0.0122 0.0000
rank in four even modes: 3  in two odd modes: 2  in all six: 5
-- spin-free doublets, mirror kept --
displacements (angstrom): 0.10 0.15 0.00 -0.12 0.08 0.00
energies (eV): -3.87937 -3.79767 -3.43577  mirror parities: 1 -1 1
doublets 1,2 opposite parity: |z along normal| 0.00000 eV, |z in plane| 0.09537 eV
doublets 1,3 same parity: |z along normal| 0.10064 eV, |z in plane| 0.00000 eV
doublets 2,3 opposite parity: |z along normal| 0.00000 eV, |z in plane| 0.08470 eV
all assertions hold
```
